# Exact free-flight energy update for square-root electronic loss: test program

```python
"""
Result under test: for dE/ds = -k sqrt(E), E >= 0, the energy after a flight L is
  E(L) = (sqrt(E0) - k L/2)^2  for L <= R = 2 sqrt(E0)/k,  and 0 for L > R.
One Euler step, E0 - k L sqrt(E0), is too low by exactly k^2 L^2/4 for L <= R.
E: ion energy, s: path, k: electronic loss coefficient, R: stopping path.
Example: nitrogen ions in molybdenum, k from the Lindhard-Scharff model.
Names ending in _au are in atomic units; other energies are eV, lengths angstrom.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

HARTREE = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
DALTON_AU = constants.atomic_mass / constants.m_e


def exact_flight(energy, k, length):
    return max(np.sqrt(energy) - k * length / 2, 0.0) ** 2


def euler_flight(energy, k, length):
    return energy - k * length * np.sqrt(energy)


# Inputs of the example
z_ion, z_target = 7, 42
mass_ion, mass_target = 14.007, 95.95
lattice = 3.15
energy0 = 30000.0
valence = 6
k_change = 0.30

# Electronic loss coefficient, bcc target with two atoms per cubic cell
density = 2 / lattice**3
density_au = density * BOHR**3
mass_au = mass_ion * DALTON_AU
energy0_au = energy0 / HARTREE
speed_au = np.sqrt(2 * energy0_au / mass_au)
ls_factor = (8 * np.pi * z_ion**(7 / 6) * z_target
             / (z_ion**(2 / 3) + z_target**(2 / 3))**1.5)
k_au = density_au * ls_factor * np.sqrt(2 / mass_au)
k = k_au * np.sqrt(HARTREE) / BOHR
stop_path = 2 * np.sqrt(energy0) / k
flight = density**(-1 / 3)
long_flight = 20 * flight


# Direct integration in atomic units, returned in eV
def integrated_energy(length):
    sol = solve_ivp(lambda s, e: -k_au * np.sqrt(np.maximum(e, 0)),
                    (0, length / BOHR), [energy0_au], method="DOP853",
                    rtol=1e-12, atol=1e-11)
    assert sol.success
    return sol.y[0, -1] * HARTREE


for length in (flight, long_flight, 0.3 * stop_path, 0.7 * stop_path,
               0.95 * stop_path):
    numeric = integrated_energy(length)
    gap = numeric - euler_flight(energy0, k, length)
    assert abs(numeric - exact_flight(energy0, k, length)) < 1e-6
    assert abs(gap / (k**2 * length**2 / 4) - 1) < 1e-4

# Constant curvature of the integrated energy curve
h = 0.1 * stop_path
for centre in (0.2 * stop_path, 0.7 * stop_path):
    curvature = (integrated_energy(centre + h) - 2 * integrated_energy(centre)
                 + integrated_energy(centre - h)) / h**2
    assert abs(curvature / (k**2 / 2) - 1) < 1e-6

# Euler turns negative after half the stopping path; resetting it to zero
# leaves an error smaller than the quadratic gap
length = 0.7 * stop_path
assert euler_flight(energy0, k, 0.499 * stop_path) > 0
assert euler_flight(energy0, k, 0.501 * stop_path) < 0
assert integrated_energy(length) < k**2 * length**2 / 4

# Stopping path by quadrature
path_quad = quad(lambda e: 1 / (k * np.sqrt(e)), 0, energy0)[0]
assert abs(path_quad / stop_path - 1) < 1e-6


# Implicit scheme: its non-negative root continues through the stopping point
def implicit_energy(length, steps=20000):
    energy, half = energy0, k * length / steps / 2
    for _ in range(steps):
        root = energy / (np.sqrt(half**2 + energy) + half)
        energy = root**2
    return energy


assert abs(implicit_energy(stop_path / 2)
           / exact_flight(energy0, k, stop_path / 2) - 1) < 1e-3
beyond = 1.2 * stop_path
stopped = implicit_energy(beyond)
assert stopped < 1e-8
gap_beyond = stopped - euler_flight(energy0, k, beyond)
assert abs(gap_beyond - (k * beyond * np.sqrt(energy0) - energy0)) < 1e-6
assert gap_beyond < k**2 * beyond**2 / 4

# Repeated flights: exact updates compose, Euler updates accumulate a deficit
path = 200 * flight


def repeated(update, length, count):
    energy = energy0
    for _ in range(count):
        energy = update(energy, k, length)
    return energy


end_energy = integrated_energy(path)
u_start, u_end = np.sqrt(energy0), np.sqrt(energy0) - k * path / 2
deficits, estimates = [], []
for length, count in ((flight, 200), (long_flight, 10)):
    assert abs(repeated(exact_flight, length, count) - end_energy) < 1e-6
    deficit = end_energy - repeated(euler_flight, length, count)
    estimate = k * length / 2 * u_end * np.log(u_start / u_end)
    # The first omitted term is of relative order k*length/u_end.
    assert abs(deficit / estimate - 1) < k * length / u_end
    deficits.append(deficit)
    estimates.append(estimate)

# Energy thresholds for one flight
negative_limit = (k * flight)**2
negative_limit_long = (k * long_flight)**2
stop_limit_long = negative_limit_long / 4
for length, limit in ((flight, negative_limit),
                      (long_flight, negative_limit_long)):
    assert euler_flight(0.99 * limit, k, length) < 0
    assert euler_flight(1.01 * limit, k, length) > 0
    path_at_stop = quad(lambda e: 1 / (k * np.sqrt(e)), 0, limit / 4)[0]
    assert abs(path_at_stop / length - 1) < 1e-6

# Nuclear loss from classical scattering in the universal screened potential
nodes, weights = np.polynomial.legendre.leggauss(120)
angles = (nodes + 1) * np.pi / 4
angle_weights = weights * np.pi / 4


def universal(x):
    return (0.1818 * np.exp(-3.2 * x) + 0.5099 * np.exp(-0.9423 * x)
            + 0.2802 * np.exp(-0.4029 * x) + 0.02817 * np.exp(-0.2016 * x))


def sin2_half_angle(b, eps, screening):
    upper = 1.01 * (0.5 / eps + np.sqrt(0.25 / eps**2 + b**2))
    closest = brentq(lambda x: x**2 - x * screening(x) / eps - b**2,
                     b, upper, xtol=1e-14, rtol=1e-14)
    w = np.sin(angles)
    radial = (1 - w * screening(closest / w) / (closest * eps)
              - (b * w / closest)**2)
    integral = np.sum(angle_weights * np.cos(angles) / np.sqrt(radial))
    return np.sin((np.pi - 2 * b / closest * integral) / 2)**2


screen_au = 0.8854 / (z_ion**0.23 + z_target**0.23)
mass_sum = mass_ion + mass_target
eps = screen_au * mass_target * energy0_au / (z_ion * z_target * mass_sum)
for b in (0.5, 2.0):
    coulomb = sin2_half_angle(b, eps, lambda x: 1.0 + 0 * x)
    assert abs(coulomb * (1 + 4 * eps**2 * b**2) - 1) < 1e-5
log_low, log_high = -8.0, np.log(40.0)
log_b = log_low + (nodes + 1) * (log_high - log_low) / 2
b_values = np.exp(log_b)
sin2_values = np.array([sin2_half_angle(b, eps, universal) for b in b_values])
area = np.sum(weights * (log_high - log_low) / 2 * 2 * b_values**2 * sin2_values)
fit = np.log(1 + 1.1383 * eps) / (
    2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * eps**0.5))
assert abs(eps * area / fit - 1) < 0.05
transfer = 4 * mass_ion * mass_target / mass_sum**2
nuclear_rate = (density_au * np.pi * screen_au**2 * transfer * energy0_au * area
                * HARTREE / BOHR)
nuclear_kick = nuclear_rate * flight
order_shift = (exact_flight(energy0 - nuclear_kick, k, flight)
               - (exact_flight(energy0, k, flight) - nuclear_kick))

# Electronic straggling bound from the largest transfer to one electron
fermi_au = (3 * np.pi**2 * valence * density_au)**(1 / 3)
max_transfer_au = 2 * speed_au * (fermi_au + speed_au)
cos_in, cos_out = np.meshgrid(np.linspace(-1, 1, 401), np.linspace(-1, 1, 401))
relative = np.sqrt(fermi_au**2 + speed_au**2 - 2 * fermi_au * speed_au * cos_in)
final_speed2 = speed_au**2 + relative**2 + 2 * speed_au * relative * cos_out
assert abs(np.max(final_speed2 - fermi_au**2) / 2 / max_transfer_au - 1) < 1e-10
max_transfer = max_transfer_au * HARTREE
loss = energy0 - exact_flight(energy0, k, flight)
straggling_bound = np.sqrt(loss * max_transfer)
rng = np.random.default_rng(7)
counts = rng.poisson(loss / (max_transfer / 2), 40000)
samples = np.array([rng.uniform(0, max_transfer, n).sum() for n in counts])
assert abs(samples.mean() / loss - 1) < 0.02
assert abs(samples.var() / (loss * max_transfer * 2 / 3) - 1) < 0.05
assert samples.std() < straggling_bound

loss_changed = energy0 - exact_flight(energy0, (1 + k_change) * k, flight)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


print("Ion N, Z1 =", z_ion, "; target Mo, Z2 =", z_target)
show("Ion mass", mass_ion, "u", 3)
show("Target atom mass", mass_target, "u", 2)
show("Lattice constant (rough input)", lattice, "angstrom", 2)
show("Initial energy E0 (rough input)", energy0, "eV", 0)
show("Atomic density N", density, "angstrom^-3", 5)
show("Ion speed", speed_au, "atomic units")
show("Speed / Z1^(2/3)", speed_au / z_ion**(2 / 3), "atomic units")
show("Loss coefficient k", k, "eV^(1/2)/angstrom", 5)
show("Initial electronic stopping power", k * np.sqrt(energy0), "eV/angstrom", 3)
show("Stopping path R, electronic loss only", stop_path, "angstrom", 1)
show("Same stopping path R", stop_path / 10, "nm", 2)
for name, length in (("Normal", flight), ("Long", long_flight)):
    final = exact_flight(energy0, k, length)
    euler = euler_flight(energy0, k, length)
    show(name + " flight L", length, "angstrom")
    show(name + " flight, kL", k * length, "eV^(1/2)", 5)
    show(name + " flight, exact energy", final, "eV")
    show(name + " flight, Euler energy", euler, "eV")
    show(name + " flight, exact loss", energy0 - final, "eV")
    show(name + " flight, exact minus Euler", final - euler, "eV", 5)
    show(name + " flight, k^2 L^2/4", k**2 * length**2 / 4, "eV", 5)
show("Accumulated path S", path, "angstrom", 2)
show("Exact energy after S", end_energy, "eV", 2)
show("Euler deficit after 200 normal flights", deficits[0], "eV", 3)
show("Leading estimate of that deficit", estimates[0], "eV", 3)
show("Euler deficit after 10 long flights", deficits[1], "eV", 2)
show("Leading estimate of that deficit", estimates[1], "eV", 2)
show("Euler negative below E0, normal flight", negative_limit, "eV")
show("Euler negative below E0, long flight", negative_limit_long, "eV", 3)
show("True stop at or below E0, long flight", stop_limit_long, "eV", 3)
show("Mean nuclear stopping power", nuclear_rate, "eV/angstrom", 2)
show("Mean nuclear loss per normal flight", nuclear_kick, "eV", 2)
show("Energy shift if kick precedes flight", order_shift, "eV", 5)
print("Assumed valence electrons per Mo atom:", valence)
show("Fermi speed", fermi_au, "atomic units")
show("Largest transfer to one electron", max_transfer, "eV", 2)
show("Straggling bound (std), normal flight", straggling_bound, "eV", 2)
show("Assumed increase of k", 100 * k_change, "percent", 0)
show("Extra loss from it, normal flight", loss_changed - loss, "eV", 2)
print("success")
```

Output:

```
Ion N, Z1 = 7 ; target Mo, Z2 = 42
Ion mass: 14.007 u
Target atom mass: 95.95 u
Lattice constant (rough input): 3.15 angstrom
Initial energy E0 (rough input): 30000 eV
Atomic density N: 0.06399 angstrom^-3
Ion speed: 0.2939 atomic units
Speed / Z1^(2/3): 0.0803 atomic units
Loss coefficient k: 0.13536 eV^(1/2)/angstrom
Initial electronic stopping power: 23.445 eV/angstrom
Stopping path R, electronic loss only: 2559.2 angstrom
Same stopping path R: 255.92 nm
Normal flight L: 2.5002 angstrom
Normal flight, kL: 0.33842 eV^(1/2)
Normal flight, exact energy: 29941.4134 eV
Normal flight, Euler energy: 29941.3848 eV
Normal flight, exact loss: 58.5866 eV
Normal flight, exact minus Euler: 0.02863 eV
Normal flight, k^2 L^2/4: 0.02863 eV
Long flight L: 50.0031 angstrom
Long flight, kL: 6.76830 eV^(1/2)
Long flight, exact energy: 28839.1481 eV
Long flight, Euler energy: 28827.6956 eV
Long flight, exact loss: 1160.8519 eV
Long flight, exact minus Euler: 11.45248 eV
Long flight, k^2 L^2/4: 11.45248 eV
Accumulated path S: 500.03 angstrom
Exact energy after S: 19422.20 eV
Euler deficit after 200 normal flights: 5.129 eV
Leading estimate of that deficit: 5.126 eV
Euler deficit after 10 long flights: 103.65 eV
Leading estimate of that deficit: 102.53 eV
Euler negative below E0, normal flight: 0.1145 eV
Euler negative below E0, long flight: 45.810 eV
True stop at or below E0, long flight: 11.452 eV
Mean nuclear stopping power: 17.03 eV/angstrom
Mean nuclear loss per normal flight: 42.57 eV
Energy shift if kick precedes flight: 0.04160 eV
Assumed valence electrons per Mo atom: 6
Fermi speed: 1.1898 atomic units
Largest transfer to one electron: 23.73 eV
Straggling bound (std), normal flight: 37.29 eV
Assumed increase of k: 30 percent
Extra loss from it, normal flight: 17.56 eV
success
```
